\section*{Why a two-body Jastrow factor spreads density, and what chi restores}

\section{Definitions and conventions}

Consider $N$ electrons with the trial function
\begin{equation}
\Psi = e^{-U+C}D,\qquad U=\sum_{i<j}u(\mathbf r_i-\mathbf r_j),\qquad C=\sum_i\chi(\mathbf r_i).
\label{psi}
\end{equation}
Here $D$ is a normalized closed-shell determinant of real orthonormal orbitals $\varphi_a$, each holding one electron of either spin. The function $u$ is even, positive and decreasing with distance, and is the same for all spin pairs. With the minus sign in (\ref{psi}), it makes close pairs less probable. Hartree atomic units are used; $u$ and $\chi$ have no unit.

The projector on the occupied orbitals of one spin and the density of $D$ are
\begin{equation}
P(\mathbf r,\mathbf r')=\sum_a\varphi_a(\mathbf r)\varphi_a(\mathbf r'),\qquad n(\mathbf r)=2P(\mathbf r,\mathbf r).
\end{equation}
The convolution of $u$ with the density is
\begin{equation}
v(\mathbf r)=\int u(\mathbf r-\mathbf r')\,n(\mathbf r')\,d\mathbf r'.
\end{equation}
The density operator is $\hat n(\mathbf r)=\sum_i\delta(\mathbf r-\mathbf r_i)$, and $\langle\cdot\rangle$ is an average over $|D|^2$. The determinant is assumed to have a good density already, so a change of density caused by the Jastrow factor is unwanted.

\section{The density change to first order}

Since $|\Psi|^2=e^{-2W}|D|^2$ with $W=U-C$, the density of $\Psi$ is
\begin{align}
n_\Psi(\mathbf r)&=\frac{\langle\hat n(\mathbf r)e^{-2W}\rangle}{\langle e^{-2W}\rangle}
\simeq\frac{n(\mathbf r)-2\langle\hat n(\mathbf r)W\rangle}{1-2\langle W\rangle}\nonumber\\
&\simeq n(\mathbf r)-2\big[\langle\hat n(\mathbf r)W\rangle-n(\mathbf r)\langle W\rangle\big].
\label{cov}
\end{align}
The bracket is the covariance of $\hat n(\mathbf r)$ and $W$. The density falls at points that tend to be occupied when $W$ is large. The factor 2 comes from squaring the wave function.

\section{First contribution: the mean repulsion}

Write $\hat n=n+\delta\hat n$. For finite $u(0)$, the sum over pairs is half the double integral less the self-terms:
\begin{align}
U&=\frac12\iint u(\mathbf r-\mathbf r')\hat n(\mathbf r)\hat n(\mathbf r')\,d\mathbf r\,d\mathbf r'-\frac N2u(0)\nonumber\\
&=\text{const}+\int v\,\delta\hat n\,d\mathbf r+\frac12\iint u\,\delta\hat n\,\delta\hat n'\,d\mathbf r\,d\mathbf r'.
\label{split}
\end{align}
The two cross terms are equal because $u$ is even, which removes the factor $\frac12$ from the linear term. That term is $V=\sum_i v(\mathbf r_i)$ minus the constant $\int vn\,d\mathbf r$. A two-body factor thus contains a hidden one-body factor $e^{-V}$.

In a mean-field picture, an electron at $\mathbf r$ sees the others as a smooth cloud and acquires the weight $e^{-2v(\mathbf r)}$. In an atom $v$ is largest near the centre, where most of the charge lies, so the weight favours the outside.

The direction of this push can be stated without the picture. By (\ref{cov}), the linear term alone gives $\delta n_H(\mathbf r)=-2\,\mathrm{Cov}(\hat n(\mathbf r),V)$. Multiplying by $v$ and integrating,
\begin{equation}
\int v\,\delta n_H\,d\mathbf r=-2\,\mathrm{Var}(V)\le0.
\label{var}
\end{equation}
On this $v$-weighted average, charge moves from high $v$ to low $v$; point by point $\delta n_H$ can oscillate with the shell structure. If $v$ is constant, then $V=Nv$ does not fluctuate and $\delta n_H=0$; the quadratic term in (\ref{split}) can still move charge.

The choice
\begin{equation}
\chi(\mathbf r)=v(\mathbf r)=\int u(\mathbf r-\mathbf r')n(\mathbf r')\,d\mathbf r'
\end{equation}
gives $C=V$. Then $W=U-V$ has no linear fluctuation left, and $\delta n_H$ is cancelled. The quadratic term in (\ref{split}) remains.

\section{Second contribution: exchange}

To find what the quadratic term does to the density, insert a complete set of determinants $K$ into the covariance in (\ref{cov}). The term $K=D$ cancels $n\langle W\rangle$, leaving
\begin{equation}
\delta n(\mathbf r)=-2\sum_{K\ne D}\langle D|\hat n(\mathbf r)|K\rangle\langle K|W|D\rangle .
\end{equation}
Because $\hat n$ is a one-body operator, $K$ can differ from $D$ by one orbital only: an occupied $a$ replaced by an empty $b$ of the same spin. Then $\langle D|\hat n(\mathbf r)|K\rangle=\varphi_a(\mathbf r)\varphi_b(\mathbf r)$.

In $\langle K|U|D\rangle$ the electron that changes orbital interacts with each unchanged electron $c$. There is a direct term and, for equal spins, an exchanged term with a minus sign from antisymmetry:
\begin{align}
\langle K|U|D\rangle
&=\sum_c\iint\varphi_b(\mathbf r)\varphi_a(\mathbf r)\,u\,\varphi_c(\mathbf r')^2\,d\mathbf r\,d\mathbf r'\nonumber\\
&\quad-\sum_{c}^{\text{same spin}}\iint\varphi_b(\mathbf r)\varphi_c(\mathbf r)\,u\,\varphi_c(\mathbf r')\varphi_a(\mathbf r')\,d\mathbf r\,d\mathbf r'\nonumber\\
&=\langle b|v-X|a\rangle,\qquad X(\mathbf r,\mathbf r')=u(\mathbf r-\mathbf r')P(\mathbf r,\mathbf r').
\end{align}
Both sums may include $c=a$, since its direct and exchanged terms are equal and cancel. The one-body factor contributes $\langle K|C|D\rangle=\langle b|\chi|a\rangle$. The empty orbitals satisfy $\sum_b|b\rangle\langle b|=1-P$, and the two spins give a factor 2. Therefore
\begin{equation}
\delta n(\mathbf r)=-4\,\langle\mathbf r|(1-P)(v-X-\chi)P|\mathbf r\rangle .
\label{master}
\end{equation}
To first order, $u$ acts on the density like a Hartree potential $v$ and an exchange operator $-X$, both built from $u$ in place of the Coulomb repulsion. With $\chi=v$ the remainder is
\begin{equation}
\delta n_X(\mathbf r)=+4\,\langle\mathbf r|(1-P)XP|\mathbf r\rangle .
\label{rest}
\end{equation}

Three cases show its size.

\paragraph{One doubly occupied orbital.} Here $n=2\varphi^2$, and
\begin{equation}
(X\varphi)(\mathbf r)=\varphi(\mathbf r)\int u(\mathbf r-\mathbf r')\varphi(\mathbf r')^2d\mathbf r'=\tfrac12v(\mathbf r)\varphi(\mathbf r).
\end{equation}
For $\chi=\alpha v$, the bracket in (\ref{master}) becomes $(\frac12-\alpha)v$. With $\alpha=0$ the density spreads; with $\alpha=1$ it contracts by the same first-order amount; $\alpha=\frac12$ is right to first order. Each electron is repelled by one other electron, whereas $v$ counts two.

\paragraph{Very short-ranged $u$.} If $P$ hardly varies over the range of $u$, then $X$ acts as multiplication by $P(\mathbf r,\mathbf r)\int u\,d\mathbf r'=\frac12n\int u\,d\mathbf r'\simeq\frac12v$. The overshoot is again one half of the Hartree part, because electrons of equal spin already avoid each other.

\paragraph{$u$ broader than the exchange hole.} If $u\simeq u(0)$ wherever $P(\mathbf r,\mathbf r')$ is appreciable, then $X\simeq u(0)P$. Since $(1-P)P=0$, the remainder vanishes at this order of approximation, while $v$ can still vary across the system. The choice $\chi=u*n$ works well in this regime provided the Hartree part is large compared with the remainder left by the neglected variation of $u$ over the hole. A nearly flat $v$ does not by itself spoil this, since both parts can shrink together. In a harmonic well of frequency $\omega$, a very broad $u\simeq u(0)-\kappa x^2$ gives $V=\text{const}-\kappa N\sum_ix_i^2$ and $U-V=\text{const}+\kappa\big(\sum_ix_i\big)^2$. For six electrons $\mathrm{Cov}\big(\sum_ix_i^2,(\sum_ix_i)^2\big)=3/\omega^2$ and $N\,\mathrm{Var}\big(\sum_ix_i^2\big)=54/\omega^2$, so the remainder in the change of $\sum_ix_i^2$ is $1/18$ of the Hartree part in magnitude, however small $\kappa$ is. Other measures give larger ratios in the same limit: 0.11 for the first-order displaced charge (defined in the next section) and 0.17 for the central density. The choice fails in a crystal when $u$ is so broad that $v$ is flat while the remainder is not, as the last section shows, and for a single orbital, where the remainder is one half of the Hartree part for any $u$.

\section{Weighing the parts in a model atom}

Take six electrons in a one-dimensional harmonic well with $\omega=0.25$ hartree, and
\begin{equation}
u(x)=A\,e^{-x^2/2s^2},\qquad A=0.2,\quad s=2\ \text{bohr}.
\end{equation}
Densities are found by summing over all configurations on a grid, without sampling noise.

Scale the Jastrow exponent by $\lambda$. At $\lambda=0$ the slope of the central density, in bohr$^{-1}$, is
\begin{equation}
\underbrace{-0.07055}_{\text{Hartree}}+\underbrace{0.01615}_{\text{exchange}}\simeq-0.0544 .
\end{equation}
Enumeration gives $-0.0544$ with $u$ alone and $+0.0162$ with $\chi=u*n$, as (\ref{master}) and (\ref{rest}) require. At the centre, exchange is 23\% of the Hartree part in magnitude. For the change of $\sum_ix_i^2$, which measures the overall spread, it is 9\%.

At full strength, $\lambda=1$:
\begin{center}
\begin{tabular}{lccc}
 & $D$ & $u$ alone & $u$, $\chi=u*n$\\
central density (bohr$^{-1}$) & 0.846 & 0.801 & 0.862\\
rms radius (bohr) & 2.449 & 2.607 & 2.435\\
displaced charge (electrons) & 0 & 0.29 & 0.05\\
external energy (hartree) & 1.125 & 1.274 & 1.111
\end{tabular}
\end{center}
Displaced charge is half the integral of the absolute density change from $D$; as a grid sum it shifts by up to 0.005 between steps of 0.8 and 2/3 bohr, so two decimals are given. The term $u$ alone raises the external energy by 0.149 hartree (4.05 eV). Adding $\chi=u*n$ turns this into a change of $-0.014$ hartree ($-0.37$ eV), a slight overshoot with the sign of the exchange remainder. The external energy is one part of the total energy, so these figures do not by themselves rank the trial functions.

The ratio of the exchange remainder to the Hartree part of the change in $\sum_ix_i^2$, with its sign reversed, shows when the overshoot in the overall spread matters. At $s=2$ bohr it is 0.50, 0.093, 0.039 and 0.022 for 2, 6, 12 and 20 electrons. The remainder oscillates in space, so a single moment understates it: measured by the first-order displaced charge the ratio is 0.50, 0.17, 0.12 and 0.09, and at the centre the remainder has the same sign as the Hartree part for 12 and 20 electrons. For six electrons the ratio for $\sum_ix_i^2$ rises to 0.39, and that for the displaced charge to 0.47, when $s$ is reduced to 0.5 bohr, towards the short-range value of one half.

\section{What survives the correction}

To first order, $\Psi\simeq D-(U-C)D$. The operator $C$ produces single excitations, whereas $U$ also produces double ones. No choice of $\chi$ removes the doubles, which carry the pair correlation. They do not enter the density at first order, but can do so at second order, as can the singles that a local $\chi$ leaves behind even when $\delta n=0$. The solution of (\ref{master}) for $\delta n=0$ therefore needs adjustment at finite strength; in the well it still displaces about 0.003 electrons at $\lambda=1$.

That adjustment can be made numerically. For uncorrelated electrons in a single orbital, adding $\Delta\chi$ multiplies the density by $e^{2\Delta\chi}$, up to normalization. With several orbitals this is no longer exact, since by (\ref{master}) the first-order response is $4\langle\mathbf r|(1-P)\Delta\chi P|\mathbf r\rangle$, but it suggests the repeated update
\begin{equation}
\chi\leftarrow\chi+\tfrac12\ln\frac{n}{n_\Psi}.
\end{equation}
In the well, started from $\chi=u*n$, it recovers the density of $D$ to $10^{-8}$ electrons per grid point within 30 iterations. Between $x=0$ and $x=4$ bohr the matched $\chi$ drops by 0.314, against $0.708-0.374=0.334$ for $u*n$. The simple convolution is thus 6\% too steep over this interval.

With the density matched, the probability that two electrons of opposite spin share a grid point is 0.975 of its value in $D$. With $u$ alone it is 0.917, but that figure mixes pair correlation with the change of density. The comparison at equal density isolates the correlation: it is modest for this broad, smooth $u$, and it survives.

\section{The same balance in a solid}

In a crystal, $n(\mathbf r)=\sum_{\mathbf G}n_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$. Substituting $\mathbf r'=\mathbf r-\mathbf t$ in the convolution gives
\begin{equation}
v(\mathbf r)=\sum_{\mathbf G}n_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}\int u(\mathbf t)e^{-i\mathbf G\cdot\mathbf t}d\mathbf t
\quad\Rightarrow\quad \chi_{\mathbf G}=u_{\mathbf G}n_{\mathbf G}.
\end{equation}
The $\mathbf G=0$ term is a constant and has no effect. For $v$, and hence for the Hartree part and for $\chi$, what matters is $u_{\mathbf G}$ at the reciprocal lattice vectors, not the total strength of $u$. The exchange part also depends on $u$ at other wavevectors.

Consider a ring of three cells with two electrons per cell, lattice constant 4 bohr, potential $-\cos Gx$ hartree with $G=2\pi/4$ bohr$^{-1}$, and $A=0.2$ as before. Let $c$ be the density component at $G$ per electron; a larger $c$ means charge more concentrated in the wells. The determinant has $c=0.600$.

For $s=1$ bohr,
\begin{equation}
u_G=A s\sqrt{2\pi}\,e^{-G^2s^2/2}=0.501\times0.291=0.146\ \text{bohr}.
\end{equation}
With $u$ alone $c$ falls to 0.584: the density spreads. With $\chi=u*n$ it rises to 0.621, so the correction overshoots by more than the original error. With so few electrons per cell, exchange is not small. On a longer ring of nine cells, the first-order ratio of exchange remainder to Hartree part is 0.61. With six electrons per cell it is about 0.01 (0.0075 for nine cells; rings of 3, 10, 27 and 28 cells give values between 0.005 and 0.018), and there $\chi=u*n$ restores this component almost completely at first order. The components at $2G$ and $3G$ are not restored, since there the remainder exceeds the small Hartree part. Measured by the first-order displaced charge the ratio is about 0.04, 0.07, 0.25, 0.10 and 0.15 for 3, 9, 10, 27 and 28 cells; it depends strongly on the ring size, and the gap above the third band is only 0.04 hartree.

For $s=3$ bohr, $u_G$ is only $2\times10^{-5}$ bohr. Now $u$ alone \emph{raises} $c$ to 0.6055, and $\chi=u*n$ leaves it there. The reason follows from (\ref{master}). Let $w$ be an orbital localized in one cell, with negligible overlap with its neighbours. Then
\begin{equation}
(v-X)w\simeq\Big[v-\int u(x-x')w(x')^2dx'\Big]w .
\end{equation}
The total $v$ is flat, but an electron does not repel itself, and the subtracted term is largest at the centre of its own cell. The bracket is therefore lowest there, and the electron is drawn inward. Physically, the neighbouring cells push it in more strongly than its single partner pushes it out.

A repulsive $u$ with positive Fourier components, such as the Gaussian used here, therefore spreads the density when the Hartree part outweighs exchange, and $\chi=u*n$ restores it well when that margin is large. The numbers given here are for one-dimensional models with a smooth $u$ that is the same for all spin pairs, and the well-restored crystal case is a first-order result for the density component at $G$ only. If $u$ depends on spin, the exchange part is built from the equal-spin function alone and the ratios change.

\section*{Calculated quantities}
\begin{verbatim}
MODEL ATOM: 6 electrons, harmonic well
omega = 0.25 hartree, A = 0.2, s = 2.0 bohr, grid step = 0.8 bohr
columns: determinant | u alone | u and chi=u*n | u and matched chi
central density (1/bohr): 0.8463 0.8008 0.8615 0.8463
density at outer point (1/bohr): 0.3462 0.4239 0.3396 0.3462
outer point x = 4.0 bohr
rms radius (bohr): 2.4495 2.6066 2.4346 2.4495
displaced charge (electrons): 0.0000 0.2946 0.0539 0.0000
external energy (hartree): 1.1250 1.2740 1.1114 1.1250
external energy change, u alone: 0.1490 hartree = 4.053 eV
external energy change, u and chi=u*n: -0.0136 hartree = -0.370 eV
opposite-spin contact / determinant value (no unit): 1.0000 0.9175 0.9842 0.9747
u*n at centre and outer point (no unit): 0.7076 0.3736
drop centre to outer point: u*n 0.3340, matched chi 0.3141 (no unit)
density-matching iterations: 30
largest change of rms radius on another grid: 1.7e-06 bohr
FIRST ORDER, slope of central density in Jastrow strength (1/bohr)
6 electrons: Hartree part -0.07055, exchange part 0.01615
6 electrons, enumerated: u alone -0.05439, with chi=u*n 0.01615
largest formula error, occupations per point: 2.2e-09
variance of sum_i (u*n)(x_i): 0.05167 (no unit)
2 electrons, enumerated: u alone -0.02469, chi=u*n 0.02469, chi=half of u*n 0.00000
EXCHANGE REMAINDER / HARTREE PART in the change of sum x^2 (no unit)
2 electrons, s = 2.0 bohr: 0.5000
6 electrons, s = 2.0 bohr: 0.0925
12 electrons, s = 2.0 bohr: 0.0390
20 electrons, s = 2.0 bohr: 0.0217
6 electrons, s = 0.5 bohr: 0.3941
MODEL SOLID: ring of 3 cells, 2 electrons per cell
lattice constant = 4.0 bohr, potential amplitude = 1.0 hartree, A = 0.2
n_G per electron, determinant: 0.60021 (no unit)
s = 1.0 bohr: u_G = 1.460e-01 bohr, n_G with u alone 0.58441, with chi=u*n 0.62081
s = 3.0 bohr: u_G = 2.265e-05 bohr, n_G with u alone 0.60550, with chi=u*n 0.60550
ring of 9 cells, s = 1.0 bohr, first order
2 electrons per cell: exchange remainder / Hartree part of n_G change = 0.6127 (no unit)
6 electrons per cell: exchange remainder / Hartree part of n_G change = 0.0075 (no unit)
\end{verbatim}
